# Strain Dependence of the Oxygen-Vacancy Formation Energy: Two Derivations: verification in Python

```python
"""Strain dependence of a neutral oxygen-vacancy formation energy.

Result under test: E_f(strain) = E_f(0) - sum_ij P_ij strain_ij + O(strain^2).
E_f = E_defect - E_perfect + mu, both cells equally strained and relaxed.
P = elastic dipole = -(volume * stress) of the relaxed, unstrained defect cell.
The test crystal is fluorite MO2 with a fixed list of anharmonic pair bonds:
phi(r) = -depth + t*x + k*x^2/2 - g*x^3/6, x = r - r0, g = softening*k.
Lengths are in nm and energies in eV. Tensile stress and strain are positive.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import cho_factor, cho_solve
from scipy.optimize import newton

# Bond kinds: 0 = M-M, 1 = M-O, 2 = O-O.
A = 0.51
R0 = A * np.array([1 / np.sqrt(2), np.sqrt(3) / 4, 0.5])
STIFF = np.array([100.0, 500.0, 300.0])
DEPTH = np.array([0.0, 2.5, 0.0])
TENSION = np.array([-1.0, 10.0, 0.0])
# Bonds per MO2 unit are 6, 8 and 6; O-O preload balances the pressure.
TENSION[2] = -(6 * TENSION[0] * R0[0] + 8 * TENSION[1] * R0[1]) / (6 * R0[2])
SOFTENING = 30.0
MU = -4.0
EXTRA_PULL = 5.0
I3 = np.eye(3)
GPA = constants.e * 1e27 / 1e9
KB = constants.k / constants.e


def perfect_cell(n):
    grid = np.array(list(np.ndindex(n, n, n)), float)
    fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    cube = np.array(list(np.ndindex(2, 2, 2))) * 0.5 + 0.25
    metal = (grid[:, None] + fcc).reshape(-1, 3)
    oxygen = (grid[:, None] + cube).reshape(-1, 3)
    pos = A * np.vstack([metal, oxygen])
    is_o = np.r_[np.zeros(len(metal), int), np.ones(len(oxygen), int)]
    i, j = np.triu_indices(len(pos), 1)
    v = pos[j] - pos[i]
    v -= n * A * np.round(v / (n * A))
    kind = is_o[i] + is_o[j]
    keep = np.abs(np.linalg.norm(v, axis=1) - R0[kind]) < 1e-6
    kind = kind[keep]
    return SimpleNamespace(n=len(pos), first_o=len(metal), i=i[keep],
                           j=j[keep], v=v[keep], kind=kind,
                           t=TENSION[kind].copy(), volume=(n * A)**3)


def vacancy_cell(host, state="symmetric"):
    gone = host.first_o
    touch = (host.i == gone) | (host.j == gone)
    ends = np.r_[host.i[touch], host.j[touch]]
    cations = np.unique(ends[ends < host.first_o])
    assert len(cations) == 4
    t = host.t.copy()
    if state != "symmetric":
        pair = np.isin(host.i, cations) & np.isin(host.j, cations)
        flat = np.abs(host.v[:, 2]) < 1e-6
        choice = pair & (flat if state == "in-plane" else ~flat)
        t[np.flatnonzero(choice)[0]] += EXTRA_PULL
    keep = ~touch
    i, j = host.i[keep], host.j[keep]
    return SimpleNamespace(n=host.n - 1, i=i - (i > gone), j=j - (j > gone),
                           v=host.v[keep], kind=host.kind[keep], t=t[keep],
                           volume=host.volume)


def bonds(cell, u, F):
    """Energy, bond vectors, lengths, first and second bond derivatives."""
    d = (cell.v + u[cell.j] - u[cell.i]) @ F.T
    r = np.linalg.norm(d, axis=1)
    x = r - R0[cell.kind]
    k = STIFF[cell.kind]
    g = SOFTENING * k
    energy = np.sum(-DEPTH[cell.kind] + cell.t*x + k*x**2/2 - g*x**3/6)
    return energy, d, r, cell.t + k*x - g*x**2/2, k - g*x


def hessian(cell, u, F):
    """Force constants in real space; rigid translation gets a fixed stiffness."""
    _, d, r, slope, curve = bonds(cell, u, F)
    unit = d / r[:, None]
    nn = unit[:, :, None] * unit[:, None, :]
    block = curve[:, None, None]*nn + (slope/r)[:, None, None]*(I3 - nn)
    H = np.zeros((cell.n, 3, cell.n, 3))
    H[cell.i, :, cell.j, :] = -block
    H[cell.j, :, cell.i, :] = -block
    diagonal = np.zeros((cell.n, 3, 3))
    np.add.at(diagonal, cell.i, block)
    np.add.at(diagonal, cell.j, block)
    every = np.arange(cell.n)
    H[every, :, every, :] = diagonal
    H += 1000.0 / cell.n * I3[None, :, None, :]
    return H.reshape(3 * cell.n, 3 * cell.n)


def relax(cell, F=I3):
    """Newton minimization; Cholesky fails if the structure is unstable."""
    u = np.zeros((cell.n, 3))
    for _ in range(30):
        _, d, r, slope, _ = bonds(cell, u, F)
        pull = (slope / r)[:, None] * d
        gradient = np.zeros((cell.n, 3))
        np.add.at(gradient, cell.j, pull)
        np.add.at(gradient, cell.i, -pull)
        if np.abs(gradient).max() < 1e-9:
            return u
        factor = cho_factor(hessian(cell, u, F), overwrite_a=True)
        step = cho_solve(factor, -gradient.ravel()).reshape(-1, 3)
        u = u + step @ np.linalg.inv(F).T
    raise AssertionError("relaxation did not converge")


def energy(cell, strain):
    F = I3 + strain
    return bonds(cell, relax(cell, F), F)[0]


def virial(cell, u, F=I3):
    _, d, r, slope, _ = bonds(cell, u, F)
    return np.einsum("b,bi,bj->ij", slope / r, d, d)


def formation(defect, host, strain):
    return energy(defect, strain) - energy(host, strain) + MU


host = perfect_cell(2)
states = ["symmetric", "in-plane", "tilted"]
defects = {s: vacancy_cell(host, s) for s in states}
relaxed = {s: relax(defects[s]) for s in states}
P = {s: -virial(defects[s], relaxed[s]) for s in states}
zero = np.zeros((3, 3))

# Energy differences under general strains against the stress-derived dipole.
rng = np.random.default_rng(4)
h = 1e-4
worst_slope = 0.0
for _ in range(4):
    e = rng.uniform(-1, 1, (3, 3))
    e = (e + e.T) / 2
    host_slope = (energy(host, h*e) - energy(host, -h*e)) / (2*h)
    assert abs(host_slope) < 1e-3
    for s in states:
        slope = (formation(defects[s], host, h*e)
                 - formation(defects[s], host, -h*e)) / (2*h)
        error = abs(slope + np.sum(P[s] * e))
        worst_slope = max(worst_slope, error)
        assert error < 1e-3

# Ion relaxation during strain changes curvature but not the initial slope.
cell, u = defects["in-plane"], relaxed["in-plane"]
frozen = [bonds(cell, u, I3 + q*h*e)[0] for q in (-1, 0, 1)]
moving = [energy(cell, q*h*e) for q in (-1, 0, 1)]
frozen_slope = (frozen[2] - frozen[0]) / (2*h)
moving_slope = (moving[2] - moving[0]) / (2*h)
frozen_curve = (frozen[2] - 2*frozen[1] + frozen[0]) / h**2
moving_curve = (moving[2] - 2*moving[1] + moving[0]) / h**2
assert abs(frozen_slope - moving_slope) < 1e-3
assert frozen_curve > moving_curve + 1.0

# Site symmetry: isotropic dipole, and rotated copies for the other state.
p = np.trace(P["symmetric"]) / 3
assert np.allclose(P["symmetric"], p * I3, atol=1e-7)
assert np.allclose(np.linalg.eigvalsh(P["in-plane"]),
                   np.linalg.eigvalsh(P["tilted"]), atol=1e-7)
assert np.ptp(np.linalg.eigvalsh(P["in-plane"])) > 0.1

# Elastic constants from stress; bulk modulus checked from energy curvature.
ex = np.diag([1.0, 0.0, 0.0])


def host_stress(strain):
    F = I3 + strain
    return virial(host, relax(host, F), F) / (host.volume * np.linalg.det(F))


stiffness = (host_stress(h*ex) - host_stress(-h*ex)) / (2*h)
C11, C12 = stiffness[0, 0], stiffness[1, 1]
B = (C11 + 2*C12) / 3
hb = 1e-3
B_energy = (energy(host, hb*I3) + energy(host, -hb*I3)
            - 2*energy(host, zero)) / (9 * host.volume * hb**2)
assert abs(B_energy / B - 1) < 1e-3

# A free film surface fixes the normal strain.
film = np.diag([1.0, 1.0, -2*C12/C11])
small_stress = host_stress(h * film)
assert abs(small_stress[2, 2] / small_stress[0, 0]) < 1e-2

# The error of the linear law must fall as the square of strain.
E0 = {s: formation(defects[s], host, zero) for s in states}
ratios = {}
for s in states:
    rest = [formation(defects[s], host, q*film) - E0[s]
            + q*np.sum(P[s]*film) for q in (1e-3, 5e-4)]
    ratios[s] = rest[0] / rest[1]
    assert 3.5 < ratios[s] < 4.5

# Relaxation volume from a pressure-free cell, and convergence with cell size.
dipole_by_size, volume_by_size, volume_error = {2: p}, {}, {}
for n in (2, 3, 4):
    larger = vacancy_cell(perfect_cell(n))
    if n > 2:
        dipole_by_size[n] = -np.trace(virial(larger, relax(larger))) / 3
    if n < 4:
        def pressure_sum(dilation):
            F = (1 + dilation) * I3
            return np.trace(virial(larger, relax(larger, F), F))
        dilation = newton(pressure_sum, 0.0, x1=-1e-3, tol=1e-10)
        direct = larger.volume * ((1 + dilation)**3 - 1)
        predicted = dipole_by_size[n] / B
        volume_by_size[n] = (direct, predicted)
        volume_error[n] = abs(direct / predicted - 1)
assert volume_error[3] < 0.05
assert volume_error[3] < 0.5 * volume_error[2]
assert (abs(dipole_by_size[4] - dipole_by_size[3])
        < abs(dipole_by_size[3] - dipole_by_size[2]))

# Worked film and sizes of neglected effects.
biaxial, temperature = 0.01, 1000.0
strain = biaxial * film
linear = {s: -np.sum(P[s] * strain) for s in states}
full = {s: formation(defects[s], host, strain) - E0[s] for s in states}
film_stress = host_stress(strain)[0, 0]


def vibration(cell, e):
    F = I3 + e
    sign, logdet = np.linalg.slogdet(hessian(cell, relax(cell, F), F))
    assert sign > 0
    return KB * temperature * logdet / 2


vib_shift = (vibration(defects["symmetric"], strain) - vibration(host, strain)
             - vibration(defects["symmetric"], zero) + vibration(host, zero))
charge, edge_potential, field, depth = 2, 2.0, 2.0, 1.0
edge_shift = charge * edge_potential * abs(np.trace(strain))
field_shift = charge * (field * 1e8) * (depth * 1e-9)

print(f"lattice constant: {A:.3f} nm")
print("bond lengths MM, MO, OO:", np.round(R0, 4), "nm")
print("bond stiffness MM, MO, OO:", STIFF, "eV/nm^2")
print("bond preload MM, MO, OO:", np.round(TENSION, 3), "eV/nm")
print(f"M-O bond depth: {DEPTH[1]:.2f} eV")
print(f"bond softening g/k: {SOFTENING:.1f} 1/nm")
print(f"oxygen chemical potential in model: {MU:.2f} eV")
print(f"extra cation pull: {EXTRA_PULL:.1f} eV/nm")
print(f"atoms in perfect example cell: {host.n}")
print(f"C11, C12, B: {C11*GPA:.1f}, {C12*GPA:.1f}, {B*GPA:.1f} GPa")
print(f"largest slope error, 12 cases: {worst_slope:.1e} eV")
print(f"frozen and relaxed slopes: {frozen_slope:.5f}, {moving_slope:.5f} eV")
print(f"frozen and relaxed curvatures: {frozen_curve:.1f}, "
      f"{moving_curve:.1f} eV")
p_unrelaxed = -np.trace(virial(defects["symmetric"],
                               np.zeros((host.n - 1, 3)))) / 3
print(f"symmetric dipole before ion relaxation: {p_unrelaxed:.4f} eV")
for s in states:
    M = P[s]
    print(f"{s} P xx,yy,zz: {M[0,0]:.4f}, {M[1,1]:.4f}, {M[2,2]:.4f} eV")
    print(f"{s} P xy,xz,yz: {M[0,1]+0:.4f}, {M[0,2]+0:.4f}, "
          f"{M[1,2]+0:.4f} eV")
    print(f"{s} E_f at zero strain: {E0[s]:.4f} eV")
    print(f"{s} film change, linear and full: {linear[s]:.5f}, "
          f"{full[s]:.5f} eV")
    print(f"{s} remainder ratio on halving strain: {ratios[s]:.3f}")
print(f"film strain xx=yy, zz: {100*strain[0,0]:.3f}, "
      f"{100*strain[2,2]:.3f} %")
print(f"film strain trace: {100*np.trace(strain):.3f} %")
print(f"in-plane film stress: {film_stress*GPA:.3f} GPa")
for n in (2, 3, 4):
    print(f"symmetric p, {n}x{n}x{n} cell: {dipole_by_size[n]:.4f} eV")
for n in (2, 3):
    a, b = volume_by_size[n]
    print(f"relaxation volume {n}x{n}x{n}, direct and trP/3B: "
          f"{a:.6f}, {b:.6f} nm^3")
print(f"anneal temperature: {temperature:.0f} K")
print(f"thermal energy: {KB*temperature:.5f} eV")
print(f"concentration factor, symmetric, linear law: "
      f"{np.exp(-linear['symmetric']/(KB*temperature)):.4f}")
print(f"neglected quadratic and higher, symmetric: "
      f"{full['symmetric']-linear['symmetric']:.5f} eV")
print(f"neglected vibrational shift, symmetric: {vib_shift:.5f} eV")
print(f"rough band-edge potential: {edge_potential:.1f} eV")
print(f"band-edge shift size if charge is +{charge}e: {edge_shift:.4f} eV")
print(f"gate field and distance: {field:.1f} MV/cm, {depth:.1f} nm")
print(f"field energy size if charge is +{charge}e: {field_shift:.3f} eV")
print("OK")
```

Printed output:

```
lattice constant: 0.510 nm
bond lengths MM, MO, OO: [0.3606 0.2208 0.255 ] nm
bond stiffness MM, MO, OO: [100. 500. 300.] eV/nm^2
bond preload MM, MO, OO: [ -1.     10.    -10.133] eV/nm
M-O bond depth: 2.50 eV
bond softening g/k: 30.0 1/nm
oxygen chemical potential in model: -4.00 eV
extra cation pull: 5.0 eV/nm
atoms in perfect example cell: 96
C11, C12, B: 373.3, 127.5, 209.4 GPa
largest slope error, 12 cases: 2.9e-06 eV
frozen and relaxed slopes: 6.49632, 6.49633 eV
frozen and relaxed curvatures: 6459.6, 6335.2 eV
symmetric dipole before ion relaxation: -2.2232 eV
symmetric P xx,yy,zz: -2.6050, -2.6050, -2.6050 eV
symmetric P xy,xz,yz: 0.0000, -0.0000, 0.0000 eV
symmetric E_f at zero strain: 5.2894 eV
symmetric film change, linear and full: 0.03430, 0.02367 eV
symmetric remainder ratio on halving strain: 3.997
in-plane P xx,yy,zz: -3.7661, -3.7661, -2.7002 eV
in-plane P xy,xz,yz: -1.3364, -0.0000, -0.0000 eV
in-plane E_f at zero strain: 5.3608 eV
in-plane film change, linear and full: 0.05687, 0.04644 eV
in-plane remainder ratio on halving strain: 3.997
tilted P xx,yy,zz: -2.7002, -3.7661, -3.7661 eV
tilted P xy,xz,yz: -0.0000, -0.0000, -1.3364 eV
tilted E_f at zero strain: 5.3608 eV
tilted film change, linear and full: 0.03893, 0.02862 eV
tilted remainder ratio on halving strain: 3.997
film strain xx=yy, zz: 1.000, -0.683 %
film strain trace: 1.317 %
in-plane film stress: 4.016 GPa
symmetric p, 2x2x2 cell: -2.6050 eV
symmetric p, 3x3x3 cell: -2.8542 eV
symmetric p, 4x4x4 cell: -2.8872 eV
relaxation volume 2x2x2, direct and trP/3B: -0.002044, -0.001993 nm^3
relaxation volume 3x3x3, direct and trP/3B: -0.002200, -0.002183 nm^3
anneal temperature: 1000 K
thermal energy: 0.08617 eV
concentration factor, symmetric, linear law: 0.6716
neglected quadratic and higher, symmetric: -0.01063 eV
neglected vibrational shift, symmetric: 0.00333 eV
rough band-edge potential: 2.0 eV
band-edge shift size if charge is +2e: 0.0527 eV
gate field and distance: 2.0 MV/cm, 1.0 nm
field energy size if charge is +2e: 0.400 eV
OK
```
